# Silicon bands from three pseudopotential form factors

## Problem

Silicon has the diamond structure with cubic lattice constant \(a=5.43\) Å. Put the origin midway between two neighbouring atoms, which then sit at \(\pm\boldsymbol\tau\) with \(\boldsymbol\tau=a(1,1,1)/8\). An electron moves in the sum of identical local atomic pseudopotentials \(v(\mathbf r)\); spin–orbit coupling is left out. With \(\Omega\) the volume of the primitive cell, define the form factors

\[
V_{|\mathbf G|^2}=\frac{2}{\Omega}\int v(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r ,
\]

where the label \(|\mathbf G|^2\) is in units of \((2\pi/a)^2\). The Cohen–Bergstresser values are \(V_3=-0.21\), \(V_8=0.04\) and \(V_{11}=0.08\) Ry. Form factors of longer \(\mathbf G\) are set to zero, and so is the mean potential.

1. Write down the Hamiltonian matrix in plane waves.
2. Using the 15 shortest reciprocal lattice vectors, find the levels at \(\Gamma\) in closed form. Which levels are filled, and what is the gap between the two threefold levels on either side of the Fermi level? Is it the lowest gap at \(\Gamma\), and does it survive in a larger basis?
3. Estimate by hand where the lowest conduction band has its minimum on the line from \(\Gamma\) to X.
4. Compute the bands in a converged basis, and find the conduction minimum, the indirect gap and the vertical gap at \(\Gamma\).
5. Show by symmetry that the levels at X are double, and use the slope of the conduction pair to explain why the minimum does not lie at X itself.

## Solution

### 1. The matrix

Wave vectors are written in units of \(2\pi/a\) from here on. The reciprocal lattice vectors are \(\mathbf G=(n_1,n_2,n_3)\) with the three integers all even or all odd. By Bloch's theorem a state of wave vector \(\mathbf k\) is a sum of plane waves \(\mathbf k+\mathbf G\) with coefficients \(c_{\mathbf G}\). The kinetic energy of a wave vector of length 1 is

\[
T=\frac{\hbar^2}{2m}\Big(\frac{2\pi}{a}\Big)^2=\Big(\frac{2\pi a_0}{a}\Big)^2\text{Ry}=0.37494\ \text{Ry},
\]

where \(a_0\) is the Bohr radius. The two atoms of the cell contribute \(\tfrac12V_{|\mathbf G|^2}(e^{-i\mathbf G\cdot\boldsymbol\tau}+e^{i\mathbf G\cdot\boldsymbol\tau})\) to the Fourier component of the potential. Hence

\[
H_{\mathbf G\mathbf G'}=T|\mathbf k+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+V(\mathbf G-\mathbf G'),\qquad
V(\mathbf G)=V_{|\mathbf G|^2}\cos\!\Big[\frac{\pi}{4}(n_1+n_2+n_3)\Big].
\]

The matrix is real and symmetric. The signs of the cosine depend on the sum \(\sigma=n_1+n_2+n_3\):

- \(|\mathbf G|^2=3\) or \(11\): \(+1/\sqrt2\) for \(\sigma=\pm1\), and \(-1/\sqrt2\) for \(\sigma=\pm3,\pm5\).
- \(|\mathbf G|^2=4\): \(\sigma=\pm2\), so the cosine vanishes and no \(V_4\) is needed.
- \(|\mathbf G|^2=8\): \(+1\) for \(\sigma=0\), and \(-1\) for \(\sigma=\pm4\).

### 2. The levels at Γ

The 15 waves are \((0,0,0)\), the eight \((\pm1,\pm1,\pm1)\) with kinetic energy \(3T\), and the six of type \((2,0,0)\) with \(4T\). Since \(V(-\mathbf G)=V(\mathbf G)\), inversion \(|\mathbf G\rangle\to|-\mathbf G\rangle\) is a symmetry, and even and odd states do not mix.

**The eight {111} waves.** Divide them into set A,

\[
g_1=(1,1,1),\quad g_2=(1,-1,-1),\quad g_3=(-1,1,-1),\quad g_4=(-1,-1,1),
\]

and set B, their negatives. A member of A and a member of B differ by a vector of type \((2,0,0)\) or \((2,2,2)\), for which \(V=0\). Within A the differences have \(|\mathbf G|^2=8\). For \(g_1-g_j\) the sum is \(\sigma=4\), which gives \(-V_8\); among \(g_2,g_3,g_4\) it is \(\sigma=0\), which gives \(+V_8\). Reversing the sign of the basis state \(|g_1\rangle\) makes all off-diagonal elements \(+V_8\). The vector \(\tfrac12(1,1,1,1)\) then has energy \(3T+3V_8\), and the three vectors whose components sum to zero have \(3T-V_8\). Set B repeats this, so each level occurs once with even and once with odd parity.

**The six {200} waves.** Form \(s_x=(|200\rangle+|\bar200\rangle)/\sqrt2\) and \(a_x=(|200\rangle-|\bar200\rangle)/\sqrt2\), where a bar marks a minus sign, and likewise for \(y\) and \(z\). The difference of \((2,0,0)\) and \((0,2,0)\) has \(\sigma=0\), that of \((2,0,0)\) and \((0,-2,0)\) has \(\sigma=4\). Therefore

\[
\langle s_x|V|s_y\rangle=\tfrac12(V_8-V_8-V_8+V_8)=0,\qquad
\langle a_x|V|a_y\rangle=\tfrac12(V_8+V_8+V_8+V_8)=2V_8 .
\]

The three even states stay at \(4T\). The odd ones give one level \(4T+4V_8\), with state \((a_x+a_y+a_z)/\sqrt3\), and two at \(4T-2V_8\).

**Coupling of the shells.** The elements \(V(g_j-(2,0,0))\) and \(V(g_j+(2,0,0))\), with the sign of \(|g_1\rangle\) reversed as above, are

\[
|200\rangle:\ \tfrac{1}{\sqrt2}(-V_3,-V_3,-V_{11},-V_{11}),\qquad
|\bar200\rangle:\ \tfrac{1}{\sqrt2}(V_{11},V_{11},V_3,V_3).
\]

For example, \(g_1-(2,0,0)=(-1,1,1)\) has \(\sigma=1\), which gives \(+V_3/\sqrt2\), and the reversal makes it negative. Adding and subtracting, and dividing by \(\sqrt2\),

\[
s_x:\ (V_{11}-V_3)\,\tfrac12(1,1,-1,-1),\qquad a_x:\ -(V_3+V_{11})\,\tfrac12(1,1,1,1).
\]

So \(s_x\) couples to a normalized member of the threefold level. Exchanging axes shows that \(s_y\) and \(s_z\) couple to \(\tfrac12(1,-1,1,-1)\) and \(\tfrac12(1,-1,-1,1)\), which are orthogonal to it and to each other. Set B contributes equally, and the normalized even combination of A and B therefore has a coupling larger by \(\sqrt2\): its size is \(W=\sqrt2\,|V_3-V_{11}|\).

The state \(a_x\) couples to the single level, again with a factor \(\sqrt2\) from the odd combination of A and B. As \(a_y\) and \(a_z\) couple to the same state with the same sign, \((a_x+a_y+a_z)/\sqrt3\) gains a factor \(\sqrt3\), and the size is \(U=\sqrt6\,|V_3+V_{11}|\). The pair at \(4T-2V_8\) has components that sum to zero and stays uncoupled.

Finally, \(|000\rangle\) couples to each member of A with \(V_3/\sqrt2\) after the sign reversal, hence to \(\tfrac12(1,1,1,1)\) with \(\sqrt2V_3\), and to the even combination of A and B with \(2V_3\).

In the usual notation for the symmetry types, the blocks are

\[
\Gamma_{1}:\begin{pmatrix}0&2V_3\\2V_3&3T+3V_8\end{pmatrix},\qquad
\Gamma_{25'}:\begin{pmatrix}3T-V_8&W\\W&4T\end{pmatrix}\ (\text{three times}),
\]
\[
\Gamma_{2'}:\begin{pmatrix}3T+3V_8&U\\U&4T+4V_8\end{pmatrix},\qquad
\Gamma_{15}:\ 3T-V_8\ (\text{three}),\qquad \Gamma_{12'}:\ 4T-2V_8\ (\text{two}).
\]

The count is \(2+6+2+3+2=15\).

**Numbers.** The lower \(\Gamma_{25'}\) level is the mean of its diagonal elements minus the root:

\[
E_{25'}=\frac{7T-V_8}{2}-\sqrt{\Big(\frac{T+V_8}{2}\Big)^2+W^2}
=1.2923-\sqrt{0.2075^2+0.4101^2}=0.8327\ \text{Ry}.
\]

In the same way the lower \(\Gamma_1\) level is \(-0.1285\) Ry and the lower \(\Gamma_{2'}\) level \(1.0722\) Ry, while \(\Gamma_{15}\) lies at \(1.0848\) Ry. Eight valence electrons per cell fill four bands: \(\Gamma_1\) and the three \(\Gamma_{25'}\) states. The gap between the threefold levels is

\[
E_{15}-E_{25'}=\sqrt{\Big(\frac{T+V_8}{2}\Big)^2+2(V_3-V_{11})^2}-\frac{T+V_8}{2}=0.2521\ \text{Ry}=3.43\ \text{eV}.
\]

The formula shows its origin: the {200} waves push the even triplet down, but they contain no odd triplet that could couple to \(\Gamma_{15}\) and shift it. In this 15-wave basis the gap would vanish for \(V_3=V_{11}\).

In this basis, however, the lowest empty level is \(\Gamma_{2'}\), slightly below \(\Gamma_{15}\). So small a difference needs a larger basis. Energies in eV:

| waves | Γ25′ | Γ15 | Γ2′ | Γ15 − Γ25′ |
|---|---|---|---|---|
| 15 | 11.33 | 14.76 | 14.59 | 3.43 |
| 27 | 10.71 | 14.17 | 14.59 | 3.46 |
| 51 | 10.59 | 14.16 | 14.56 | 3.56 |
| 113 | 10.48 | 13.91 | 14.37 | 3.42 |
| 283 | 10.46 | 13.88 | 14.35 | 3.42 |

The next shell, {220}, already lowers \(\Gamma_{15}\) below \(\Gamma_{2'}\), and the order then stays. Between 15 and 283 waves both triplets fall by nearly the same amount, about 0.87 eV. The accuracy of the hand value for the gap thus rests on a cancellation: neither level is accurate by itself, and at 51 waves the gap is temporarily worse.

### 3. The minimum on Γ–X by hand

Let \(\mathbf k=(x,0,0)\), with \(x=1\) at X. Near X the waves of lowest kinetic energy are \((x,0,0)\), \((x-2,0,0)\) and the four \((x-1,\pm1,\pm1)\).

Order the four by their last two signs as \(++,+-,-+,--\). Their differences from \((x,0,0)\) are \((-1,\pm1,\pm1)\), with \(\sigma=1,-1,-1,-3\), so the couplings are \((V_3/\sqrt2)(1,1,1,-1)\). The wave \((x,0,0)\) therefore sees one combination,

\[
\phi=\tfrac12(1,1,1,-1),\qquad \langle\phi|V|x,0,0\rangle=4\cdot\tfrac12\cdot\frac{V_3}{\sqrt2}=\sqrt2\,V_3 .
\]

Among the four, \(++\) and \(--\) are coupled by \(-V_8\) (\(\sigma=\pm4\)), and \(+-\) and \(-+\) by \(+V_8\) (\(\sigma=0\)); the other differences are of type \((2,0,0)\) and give nothing. Applied to \(\phi\), this returns \(+V_8\phi\).

The wave \((x-2,0,0)\) does not couple to \((x,0,0)\), because their difference is \((2,0,0)\). By the same counting it couples to \(\phi'=\tfrac12(-1,1,1,1)\), which is orthogonal to \(\phi\) and also has potential energy \(+V_8\). It can thus be left out when the pair \((x,0,0),\phi\) is treated. That pair has the matrix

\[
\begin{pmatrix}Tx^2&\sqrt2V_3\\ \sqrt2V_3&T[(x-1)^2+2]+V_8\end{pmatrix}.
\]

With half the difference of the diagonal elements,

\[
\Delta=\tfrac12\{T[(x-1)^2+2]+V_8-Tx^2\}=\tfrac12[T(3-2x)+V_8],
\]

the upper level is

\[
E(x)=\frac{T[x^2+(x-1)^2+2]+V_8}{2}+R,\qquad R=\sqrt{\Delta^2+2V_3^2}.
\]

This is a conduction level. The two remaining combinations of the four waves lie at \(T[(x-1)^2+2]-V_8\), below \(E(x)\); together with the lower levels of the two pairs they make the four filled bands.

Since \(d\Delta/dx=-T\),

\[
\frac{dE}{dx}=T(2x-1)-\frac{T\Delta}{R}=0\quad\Longrightarrow\quad 2x-1=\frac{\Delta}{\sqrt{\Delta^2+2V_3^2}} .
\]

For \(0\le x\le1\), \(\Delta\) is positive and falls with \(x\), so the right side lies between 0 and 1 and falls too. The left side rises from 0 at \(x=\tfrac12\) to 1 at \(x=1\), and is negative below \(\tfrac12\). There is one solution, between \(\tfrac12\) and 1, and the slope changes there from negative to positive, so it is a minimum. In this model it moves to X as \(V_3\to0\) and towards \(x=\tfrac12\) for very large \(|V_3|\).

To solve, put a trial \(x\) into the right side and read off a new \(x\). Starting at \(x=1\), \(\Delta=0.2075\) Ry and \(R=\sqrt{0.2075^2+2(0.21)^2}=0.3623\) Ry, so that \(x=\tfrac12(1+0.5727)=0.786\). Further rounds give 0.848, 0.833 and 0.837, converging to \(x=0.836\).

### 4. The converged bands

Diagonalizing the matrix with all waves \(|\mathbf k+\mathbf G|^2\le40\) gives the following energies in eV, measured from the valence top:

| k | 1 | 2 | 3 | 4 | 5 | 6 |
|---|---|---|---|---|---|---|
| L | −10.24 | −7.37 | −1.25 | −1.25 | 1.88 | 3.98 |
| Γ | −12.61 | 0.00 | 0.00 | 0.00 | 3.42 | 3.42 |
| x = 0.50 | −11.50 | −3.78 | −1.96 | −1.96 | 1.50 | 3.49 |
| x = 0.75 | −10.15 | −6.15 | −2.74 | −2.74 | 0.88 | 1.80 |
| X | −8.33 | −8.33 | −3.01 | −3.01 | 0.95 | 0.95 |
| K | −8.78 | −7.71 | −4.49 | −2.55 | 1.49 | 4.60 |

Here L is \((\tfrac12,\tfrac12,\tfrac12)\) and K is \((\tfrac34,\tfrac34,0)\). Band 5 is lower at \(x=0.75\) than at X, so its minimum must be sought inside the zone.

For a normalized real eigenvector, \(E=\sum c_{\mathbf G}H_{\mathbf G\mathbf G'}c_{\mathbf G'}\). On differentiating, the terms with \(dc/dx\) add up to \(2E\sum c_{\mathbf G}\,dc_{\mathbf G}/dx\), which is zero because the norm is fixed. What remains is the Hellmann–Feynman result

\[
\frac{dE}{dx}=2T\sum_{\mathbf G}c_{\mathbf G}^2\,(x+G_x).
\]

At the minimum the mean wave vector along \(x\), and with it the velocity, vanishes. The root is

\[
x=0.854,\qquad k=0.854\,\frac{2\pi}{a}=0.988\ \text{Å}^{-1}.
\]

The state there consists of \((x,0,0)\) with weight 0.136, the four waves \((x-1,\pm1,\pm1)\) with total weight 0.797, and a remainder of 0.067. With the less rounded root \(x=0.8537\), their shares of the mean wave vector are

\[
0.136\times0.8537=0.116,\qquad 0.797\times(0.8537-1)=-0.117,
\]

and 0.001 from the remainder. A small admixture moving fast to the right balances a large one moving slowly to the left. The small share of the remainder is a near cancellation: its right-moving waves contribute about \(+0.05\) and its left-moving waves about \(-0.05\), each nearly half of a main share. Because these cancel, the two main parts again balance almost alone, and the shift of the minimum shows up as a change in the ratio of the two main weights, from \((1-x)/x=0.20\) in the hand model, where these two must balance alone, to \(0.136/0.797=0.17\).

The gaps of the model are

\[
E_{\text{indirect}}=0.82\ \text{eV},\qquad E_{\Gamma}(\text{vertical})=3.42\ \text{eV}=0.252\ \text{Ry}.
\]

Cubic symmetry supplies six equivalent minima, on \(\pm x\), \(\pm y\) and \(\pm z\). That they are the lowest conduction states of the whole zone, and that \(\Gamma\) is the valence top, is supported by a scan of 152 points in the irreducible wedge with spacing 0.1, made with the smaller basis \(|\mathbf k+\mathbf G|^2\le20\). Its lowest conduction point is \((0.9,0,0)\), a grid neighbour of the minimum, and its highest valence point is \(\Gamma\). Small steps off the axis also raise the energy. This is numerical evidence, not a proof.

The vertical gap at \(\Gamma\) is not the smallest vertical gap. At L the table gives \(1.88+1.25=3.13\) eV, and L is where the scan finds its smallest vertical gap. "Direct gap at \(\Gamma\)" therefore names, in this model, a place in the zone, not the onset of vertical transitions. The 0.3 eV between L and \(\Gamma\) is comparable to the model's error in the indirect gap (see below), so this order need not carry over to real silicon.

Enlarging the basis to 531 waves changes the gap at \(\Gamma\) by less than 1 meV. The numerical check also repeats the calculation on a real-space grid, where the potential is summed atom by atom; the lowest eight levels at \(\Gamma\) and at the minimum agree to about 0.2 meV. These figures measure how accurately the model is solved. How well the model describes silicon is another matter: the potential is local, spin–orbit coupling is absent, and the three form factors are empirical. The indirect gap of 0.82 eV lies about 0.3 eV below the measured one, 1.12 eV at room temperature and 1.17 eV at low temperature.

### 5. Why the minimum is not at X

Two symmetry operations of the crystal are needed. One is inversion, \(I:\mathbf r\to-\mathbf r\), which exchanges the two atoms. The other is the half-turn about the line through the atom at \(\boldsymbol\tau\) parallel to \(z\),

\[
R:(x,y,z)\to\big(\tfrac a4-x,\ \tfrac a4-y,\ z\big),
\]

where \(x,y,z\) are now positions. It leaves the atom at \(\boldsymbol\tau\) in place and carries the one at \(-\boldsymbol\tau\) to \(-\boldsymbol\tau+(\tfrac a2,\tfrac a2,0)\), which is an equivalent atom.

Both operations turn the wave vector \((1,0,0)\) into \((-1,0,0)\), which differs from it by the reciprocal lattice vector \((2,0,0)\). They therefore act within the states at X. Let \((I\psi)(\mathbf r)=\psi(-\mathbf r)\) and \((R\psi)(\mathbf r)=\psi(R\mathbf r)\). Then

\[
(IR\psi)(\mathbf r)=\psi\big(x+\tfrac a4,\,y+\tfrac a4,\,-z\big),\qquad
(RI\psi)(\mathbf r)=\psi\big(x-\tfrac a4,\,y-\tfrac a4,\,-z\big).
\]

The arguments differ by the lattice vector \((\tfrac a2,\tfrac a2,0)\). A Bloch state at X changes under this translation by the factor \(e^{i(2\pi/a)(a/2)}=-1\), so \(IR=-RI\). If \(\psi\) has parity \(p\), then \(I(R\psi)=-RI\psi=-p\,R\psi\): the state \(R\psi\) has the same energy and the opposite parity. Every level at X is thus at least double, as the table shows.

Now move from X by \(\delta\) along the axis. With \(q_x\) the wave-vector operator in units of \(2\pi/a\), the Hamiltonian changes by \(2T\delta q_x+T\delta^2\). Since \(q_x\) is odd under inversion, within a double level \(\psi_+,\psi_-\) it has off-diagonal elements alone, and to first order

\[
E=E_X\pm 2T\,|\langle\psi_+|q_x|\psi_-\rangle|\,|\delta| .
\]

For the lowest conduction pair the computed slope is \(\pm1.78\) eV per unit of \(x\), and a finite difference of the band energies confirms it. The two operations alone do not make this slope nonzero: the valence pair at \(-3.01\) eV obeys the same argument, yet its matrix element vanishes and it stays double along the axis. For the conduction pair the slope is not zero, so one branch falls on leaving X, and X cannot be the minimum. It lies 0.13 eV above it.

The argument needs two equal atoms. If they differ, inversion is lost, the proof of the double level no longer applies, and a conduction minimum at X is no longer excluded.

## Computed values

```
lattice constant a = 5.43 angstrom
form factors V3, V8, V11 = -0.21, 0.04, 0.08 Ry
T = 0.37494 Ry = 5.1013 eV
Gamma by hand, 15 plane waves:
  lower Gamma1   = -0.1285 Ry
  lower Gamma25' = 0.8327 Ry
  Gamma15        = 1.0848 Ry
  lower Gamma2'  = 1.0722 Ry
  (T+V8)/2 = 0.2075 Ry, coupling W = 0.4101 Ry
  gap Gamma25'-Gamma15 = 0.2521 Ry = 3.431 eV
Gamma levels and gap against basis size (eV):
  waves  Gamma25'  Gamma15  Gamma2'  gap 25'-15
     15    11.329   14.760   14.588     3.431
     27    10.707   14.171   14.588     3.464
     51    10.592   14.155   14.555     3.563
    113    10.482   13.905   14.366     3.423
    283    10.457   13.882   14.347     3.424
gap with 531 waves = 3.4244 eV
Gamma-X by hand, 5 plane waves:
  iterates of x: 1.0000, 0.7863, 0.8478, 0.8326, 0.8365
  root x = 0.8357
Bands 1-8 in eV from the valence top, k in 2 pi/a:
  L       -10.24  -7.37  -1.25  -1.25   1.88   3.98   3.98   7.98
  L/2     -11.79  -4.17  -0.77  -0.77   2.46   4.35   4.35   7.64
  Gamma   -12.61   0.00   0.00   0.00   3.42   3.42   3.42   3.89
  x=0.25  -12.33  -1.43  -0.81  -0.81   2.61   4.66   4.66   5.06
  x=0.50  -11.50  -3.78  -1.96  -1.96   1.50   3.49   7.03   7.03
  x=0.75  -10.15  -6.15  -2.74  -2.74   0.88   1.80   9.73   9.73
  X        -8.33  -8.33  -3.01  -3.01   0.95   0.95  12.12  12.12
  K        -8.78  -7.71  -4.49  -2.55   1.49   4.60   8.99   9.00
Full basis on Gamma-X (254 waves):
  conduction minimum x = 0.8537 (fraction of Gamma-X)
  wave number there = 0.9878 1/angstrom
  indirect gap = 0.820 eV
  X lies above the minimum by 0.128 eV
  slope of the pair at X = +-1.778 eV per unit x
  slope from finite differences = 1.778 eV per unit x
  weight of (x,0,0) = 0.136, of (x-1,+-1,+-1) = 0.797
  shares of mean q_x: 0.1159, -0.1166, rest 0.0007 (2 pi/a)
Vertical gap at Gamma = 3.424 eV = 0.2517 Ry
Gamma25'-Gamma2' = 3.890 eV
Wedge scan: 152 points, spacing 0.1 (2 pi/a)
  lowest conduction point: [0.9, 0.0, 0.0]
  highest valence point: [0.0, 0.0, 0.0]
  smallest vertical gap at [0.5, 0.5, 0.5]: 3.129 eV
Largest deviation from real-space grid = 1.9e-04 eV
```
